# Implicit differentiation of the SCF fixed point and orbital stability

**Setting.** Consider real unrestricted Hartree–Fock theory with fixed numbers of electrons $N_\alpha,N_\beta$ and a fixed orthonormal basis. The variables are the two symmetric density matrices $P=(P_\alpha,P_\beta)$. The one-electron matrices $h_\sigma(\lambda)$ depend smoothly on a parameter $\lambda$; the two-electron integrals $(pq|rs)$, in charge-cloud order, do not. The Fock matrices and the energy are

$$F_\sigma=h_\sigma+G_\sigma[P],\qquad E=\tfrac12\sum_\sigma\mathrm{Tr}\,(h_\sigma+F_\sigma)P_\sigma ,$$

$$(G_\sigma[P])_{pq}=\sum_{rs}(pq|rs)(P_\alpha+P_\beta)_{rs}-\sum_{rs}(pr|sq)(P_\sigma)_{rs}.$$

The aufbau map $\Phi(P,\lambda)$ builds $F_\sigma$ from $P$ and returns the projectors on its $N_\sigma$ lowest orbitals. A self-consistent field (SCF) solution obeys $P=\Phi(P,\lambda)$. At such a solution, $i,j$ label occupied and $a,b$ virtual orbitals, with energies $\varepsilon$; a pair $ai$ includes its spin. Assume that every gap $\Delta_{ai}=\varepsilon_a-\varepsilon_i$ within a spin channel is positive. Hartree atomic units are used, except in part (g).

## (a) The derivative of the aufbau map

*The Fock matrices at a solution change by $\delta F_\sigma$. Find the first-order change of the projectors that $\Phi$ returns.*

**Solution.** Let $Q$ be the returned projector for one spin. Because of the gap, a closed contour can enclose the occupied energies alone, and

$$Q=\frac{1}{2\pi i}\oint (z-F)^{-1}dz .$$

The resolvent is smooth in $F$ on the contour, so $Q$ is too. If the gap closes, this argument is lost, and the occupation can jump.

Two identities fix $\delta Q$. First, $Q^2=Q$ gives $\delta Q=Q\,\delta Q+\delta Q\,Q$. Its occupied–occupied elements read $\delta Q_{ij}=2\,\delta Q_{ij}$, hence $\delta Q_{ij}=0$. Its virtual–virtual elements read $\delta Q_{ab}=0$. Second, $[F,Q]=0$ gives $[\delta F,Q]+[F,\delta Q]=0$. In the element $ai$, $Q$ acts as one on $i$ and as zero on $a$, so

$$\delta F_{ai}+(\varepsilon_a-\varepsilon_i)\,\delta Q_{ai}=0,\qquad \delta Q_{ai}=-\frac{\delta F_{ai}}{\Delta_{ai}} .$$

Degeneracies among occupied orbitals, or among virtual ones, do no harm: their energy differences never appear in a denominator.

## (b) The Jacobian of the fixed-point equation

*Let $D\Phi$ be the derivative of $\Phi$ with respect to $P$ at fixed $\lambda$. Find the determinant of $1-D\Phi$ on the space of all pairs of symmetric matrices.*

**Solution.** Split an input change into $y$, its occupied–occupied and virtual–virtual elements, and $x$, its mixed elements. The mixed part is

$$X(x)=\sum_{bj}x_{bj}\big(|b\rangle\langle j|+|j\rangle\langle b|\big).$$

Insert it into $G$. In the Coulomb term the two orders give $(ai|bj)+(ai|jb)=2(ai|bj)$ for real orbitals. In the exchange term, $rs=bj$ gives $(ab|ji)$ and $rs=jb$ gives $(aj|bi)$. Therefore $\delta F_{ai}=\sum_{bj}K_{ai,bj}x_{bj}$ with

$$K_{ai,bj}=2(ai|bj)-\delta_{\sigma\sigma'}\big[(ab|ij)+(aj|ib)\big],$$

where $\sigma,\sigma'$ are the spins of the two pairs. This matrix is symmetric. The part $y$ also changes $F_{ai}$, by some linear expression $Ly$. By part (a) the output has no $y$ part, and

$$1-D\Phi=\begin{pmatrix}1&0\\ \Delta^{-1}L&1+\Delta^{-1}K\end{pmatrix}.$$

Here $\Delta$ is the diagonal matrix of gaps. The matrix is block triangular, so $L$ does not enter its determinant. With $H=\Delta+K$,

$$\det(1-D\Phi)=\det(\Delta^{-1}H)=\frac{\det H}{\prod_{ai}\Delta_{ai}} .$$

Since all gaps are positive, the Jacobian is invertible if and only if $H$ is.

Linear H$_3$ with atoms at 0, 1.5 and 4.0 bohr, in the 6-31G basis, is an open-shell case with two unequal bond lengths. Its density space has 42 dimensions, of which 13 are mixed. Numerical differentiation of the SCF map gives the determinant 0.008194, and the formula gives the same value.

## (c) The implicit function theorem

*Under what condition does a smooth solution $P(\lambda)$ exist near a given one? Find the equation for its derivative and the second derivative of the energy when $h$ is linear in $\lambda$. What can be said when the condition fails?*

**Solution.** Define $R(P,\lambda)=P-\Phi(P,\lambda)$. It is smooth near the solution and vanishes there. The implicit function theorem states that if $\partial R/\partial P=1-D\Phi$ is invertible, there is exactly one solution near the given one for each $\lambda$ close enough, and it depends smoothly on $\lambda$. By part (b), the condition is that $H$ be invertible.

Differentiate $P=\Phi(P,\lambda)$ along this solution. By part (a), $dP/d\lambda$ has mixed elements only, so $dP/d\lambda=X(x)$. The Fock matrix changes directly through $b_{ai}=(\partial h/\partial\lambda)_{ai}$ and indirectly through $Kx$. Hence

$$x=-\Delta^{-1}(b+Kx).$$

Multiplication by $\Delta$ gives the coupled-perturbed equations

$$\boxed{(\Delta+K)\,x=Hx=-b .}$$

No sequence of SCF iterations has been differentiated: the converged solution suffices.

For the energy, $G$ is linear in $P$ and symmetric under the trace, so

$$\frac{dE}{d\lambda}=\sum_\sigma\mathrm{Tr}\,\frac{\partial h_\sigma}{\partial\lambda}P_\sigma+\sum_\sigma\mathrm{Tr}\,F_\sigma\frac{dP_\sigma}{d\lambda}.$$

The last term vanishes, because $F_\sigma$ has no mixed elements and $dP_\sigma/d\lambda$ has no others. A second differentiation, with $\partial^2h/\partial\lambda^2=0$, counts each pair twice:

$$\frac{d^2E}{d\lambda^2}=2\,b^{T}x=-2\,b^{T}H^{-1}b .$$

If the basis itself moved with $\lambda$, derivatives of the overlap and of the two-electron integrals would have to be added.

Suppose now that $Hv=0$ for some $v\neq0$. Multiplying $Hx=-b$ by $v^T$ gives $0=-v^Tb$. If $v^Tb\ne0$, no differentiable solution passes through the point. If $v^Tb=0$ for all null vectors, the linear equation has solutions but does not select one, and the theorem makes no statement.

For H$_3$ in a field along its axis, the density response from the coupled-perturbed equations agrees with differences of converged SCF densities to $9\times10^{-8}$ a.u. in every element.

## (d) The energy near a solution

*Rotate the orbitals by $\exp A$, with $A_{ai}=\kappa_{ai}$, $A_{ia}=-\kappa_{ai}$ and all other elements zero. Expand the energy to second order in $\kappa$.*

**Solution.** In the orbital basis the rotated density matrix is

$$e^{A}Pe^{-A}=P+[A,P]+\tfrac12[A,[A,P]]+O(\kappa^3).$$

The first commutator has the elements $\kappa_{ai}$ at both $ai$ and $ia$, so it is $X(\kappa)$. The second-order term has the diagonal blocks

$$P^{(2)}_{ij}=-\sum_a\kappa_{ai}\kappa_{aj},\qquad P^{(2)}_{ab}=\sum_i\kappa_{ai}\kappa_{bi}.$$

The energy is quadratic in the density matrix, so for any change $\delta P$

$$E(P+\delta P)=E(P)+\sum_\sigma\mathrm{Tr}\,F_\sigma\delta P_\sigma+\tfrac12\sum_\sigma\mathrm{Tr}\,\delta P_\sigma G_\sigma[\delta P].$$

The first-order change $X(\kappa)$ gives nothing in the linear term. The second-order change gives $\sum_{ai}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2=\kappa^T\Delta\kappa$. In the last term only $X(\kappa)$ counts at this order. Its trace with $G[X(\kappa)]$ is $2\kappa^TK\kappa$, because $ai$ and $ia$ contribute equally; the factor one half leaves $\kappa^TK\kappa$. Together,

$$E(\kappa)=E_0+\kappa^{T}H\kappa+O(\kappa^3).$$

The matrix of the linear response is thus half the matrix of second derivatives of the energy. For H$_3$, direct differentiation of the rotated energy reproduces $2H$ to $4\times10^{-6}$ hartree.

## (e) Singular Jacobian and stability threshold

*Call a solution stable if $H$ is positive definite. Relate the eigenvalues of $D\Phi$ to those of $H$. In what precise sense does invertibility fail at a stability threshold?*

**Solution.** On the mixed block $1-D\Phi$ equals $\Delta^{-1}H$, which is similar to a symmetric matrix:

$$\Delta^{1/2}(\Delta^{-1}H)\Delta^{-1/2}=\Delta^{-1/2}H\Delta^{-1/2}.$$

Its eigenvalues $1-\mu$ are therefore real, $\mu$ being an eigenvalue of $D\Phi$. The right-hand side is also a congruence transformation of $H$, and by Sylvester's law of inertia it has as many positive, zero and negative eigenvalues as $H$. Hence:

- each zero eigenvalue of $H$ corresponds to one $\mu=1$;
- each negative eigenvalue of $H$ corresponds to one $\mu>1$.

Now follow a branch of solutions along which $H$ varies continuously and the gaps stay open, starting from a stable one. While it is stable, all eigenvalues of $H$ are positive and the Jacobian is invertible. Positive definiteness can end only where the lowest eigenvalue reaches zero, and there the Jacobian is singular. This first zero is the stability threshold. In this sense invertibility fails at the threshold and nowhere before it.

The converse, that each singular Jacobian marks a change of stability, is not true in general.

1. After the threshold the Jacobian is usually invertible again, with a negative eigenvalue in $H$. A second eigenvalue may then cross zero on a branch that is already unstable.
2. An eigenvalue may touch zero and return. At the zero itself, terms beyond second order decide whether the solution is a minimum.
3. A broken continuous symmetry keeps $H$ singular along a whole branch. If rotations by an angle $\theta$ turn a solution into different solutions $P(\theta)$ of the same equations, then $P(\theta)=\Phi(P(\theta))$ gives $P'=D\Phi\,P'$, which is $\mu=1$. In the boron atom the occupied $p$ orbital can be tilted in two directions. In the STO-3G basis $H$ indeed has two zero eigenvalues and no negative one, and the same holds with the electron repulsion scaled by 0.9.

Stability here refers to real rotations within each spin. Complex rotations, or those mixing the spins, need a larger $H$.

Convergence of the iteration is another question. Near a solution an error $e$ becomes $D\Phi\,e$ after one undamped step, so an eigenvalue $\mu<-1$ makes small errors grow and drives the iteration away from the solution, even where $H$ is positive definite. Damping, $P\to P+\eta(\Phi-P)$, replaces the factor $\mu$ by $1-\eta(1-\mu)$. For a stable solution all $1-\mu$ are positive, and a small enough $\eta>0$ gives local convergence.

## (f) Closed shells and the H$_2$ molecule

*For a closed-shell solution, decide which perturbations can have a diverging response at the first threshold. Apply the result to H$_2$ in the 6-31G basis as the bond length $R$ grows.*

**Solution.** With equal orbitals for both spins,

$$H=\begin{pmatrix}A&B\\B&A\end{pmatrix},\qquad B_{ai,bj}=2(ai|bj).$$

Vectors $(u,u)$ and $(u,-u)$ do not mix. They see the singlet and triplet matrices

$$H_s=A+B=\Delta+4(ai|bj)-(ab|ij)-(aj|ib),$$
$$H_t=A-B=\Delta-(ab|ij)-(aj|ib).$$

Their difference $4(ai|bj)$ is positive semidefinite, since $\sum u_{ai}(ai|bj)u_{bj}$ is twice the electrostatic self-energy of a charge density. The lowest triplet eigenvalue therefore cannot lie above the lowest singlet one.

Let the perturbation be $z$ for both spins (electric) or $+z$ and $-z$ (staggered, acting on spin). With $\beta_{ai}=z_{ai}$ for one spin, part (c) gives for $\chi=-d^2E/d\lambda^2$

$$\chi_{s,t}=4\,\beta^TH_{s,t}^{-1}\beta=4\sum_n\frac{(v_n^T\beta)^2}{\omega_n},$$

where $v_n,\omega_n$ are the normalized eigenvectors and eigenvalues of $H_s$ or $H_t$. When a triplet eigenvalue vanishes, the staggered response diverges if $v^T\beta\neq0$. The electric response contains only $H_s$ and stays finite while $H_s$ is invertible. As long as $H_s$ stays invertible there, the Jacobian restricted to closed-shell densities does not register the triplet threshold at all.

For H$_2$ the restricted solution gives (eigenvalues in hartree)

| $R$ (bohr) | lowest $\omega_t$ | lowest $\omega_s$ | largest $\mu$ | $\det(1-D\Phi)$ |
|---|---|---|---|---|
| 1.4 | 0.267 | 0.632 | 0.712 | 0.0605 |
| 2.0 | 0.065 | 0.549 | 0.910 | 0.0217 |
| 2.2513 | 0.000 | 0.521 | 1.000 | 0.0000 |
| 3.0 | −0.142 | 0.457 | 1.294 | −0.0906 |

The threshold is $R_c=2.251$ bohr, or 1.191 Å. It belongs to the mean-field solution in this basis. Larger bases move it outward by up to 0.05 bohr: 2.287 bohr in cc-pVDZ, 2.296 in cc-pVTZ and 2.299 (1.217 Å) in aug-cc-pVTZ. Electron correlation is left out, and with it included the divergence is absent: full configuration interaction in 6-31G gives a finite staggered response of 54 a.u. at this bond length. The smallest gap at $R_c$ is still 0.607 hartree (0.52 in aug-cc-pVTZ, at the threshold of that basis), so the singularity comes from the coupling $K$ and not from a closing gap.

At $R=2.0$ bohr the uncoupled response, with $K=0$, is 9.63 a.u. Density repulsion alone, $4(ai|bj)$, reduces it to 5.96. Adding the exchange terms raises the electric response to 11.52, above the uncoupled value. Without the repulsion, the staggered response is 96.12, ten times the uncoupled one. These digits belong to the 6-31G basis. In aug-cc-pVTZ the four values are 9.34, 6.14, 11.92 and 78.0: the order is the same, and the last ratio is about eight because the threshold lies farther away.

Nearer the threshold the two responses part (in a.u.):

| $R_c-R$ (bohr) | electric | staggered |
|---|---|---|
| 0.1 | 13.05 | 274.3 |
| 0.01 | 14.01 | 2953 |
| 0.001 | 14.11 | 29743 |

If $\omega_t$ crosses zero linearly, $\chi_t$ must grow as $1/(R_c-R)$. The products $274.3\times0.1=27.4$, $2953\times0.01=29.5$ and $29743\times0.001=29.7$ settle accordingly. The electric response at $R_c$ itself is 14.12 (15.6 in aug-cc-pVTZ, at the threshold of that basis).

Beyond $R_c$ a solution with unequal spin densities has lower energy. Let $\eta$ be the amplitude along the soft mode, with all other rotations relaxed at each $\eta$. This relaxation lowers the quartic coefficient below; without it the energy gain comes out about 6% smaller. Exchanging the spins changes its sign, so the energy is even in $\eta$. With $\omega_t\approx-cd$, $d=R-R_c$, and a quartic coefficient $g$ assumed positive,

$$E-E_0\approx-cd\,\eta^2+g\eta^4 .$$

Setting the derivative to zero gives $\eta^2=cd/(2g)$ and $E-E_0=-c^2d^2/(4g)$. The spin dipole $|\mathrm{Tr}\,z(P_\alpha-P_\beta)|$ receives $2\kappa^T\beta$ from each spin at first order, so it is proportional to $|\eta\,v^T\beta|$. With $v^T\beta\neq0$ its square should thus grow as $d$, and the energy gain as $d^2$. At $d=0.04$ and 0.12 bohr the computed spin dipoles are 0.661 and 1.131 bohr, and $0.661^2/0.04=10.9$, $1.131^2/0.12=10.7$ bohr. The energy gains $1.44\times10^{-4}$ and $1.23\times10^{-3}$ hartree, divided by $d^2$, give 0.090 and 0.085 hartree/bohr$^2$. Both ratios are nearly constant. With a third point, the dipole 0.929 bohr at $d=0.08$ bohr, $R$ can be written as a quadratic in the squared dipole through all three points. Its value at zero dipole is 2.251 bohr, a determination of the threshold that does not use $H$.

## (g) A threshold in closed form

*The Hubbard dimer has two sites, hopping $-t$ with $t>0$, on-site repulsion $U$ and one electron of each spin. Find the threshold of its symmetric solution. Determine the response to a staggered field below and at the threshold, and examine the undamped iteration.*

**Solution.** The orbitals are $g=(1,1)/\sqrt2$ and $u=(1,-1)/\sqrt2$, with gap $\Delta=2t$. Each integral over two $g$ and two $u$ equals $U\cdot2\cdot\tfrac14=U/2$. The same-spin coupling is $2\cdot\tfrac U2-\tfrac U2-\tfrac U2=0$, and the opposite-spin coupling is $2\cdot\tfrac U2=U$. Hence

$$H=\begin{pmatrix}2t&U\\U&2t\end{pmatrix},\qquad \omega_{s,t}=2t\pm U,\qquad \mu_{s,t}=1-\frac{\omega_{s,t}}{2t}=\mp\frac{U}{2t}.$$

The triplet eigenvalue vanishes at $U=2t$.

Apply site energies $\mp\lambda$ to spin $\alpha$ and $\pm\lambda$ to spin $\beta$ (upper sign: site 1). Let $m=n_{1\alpha}-n_{1\beta}$, with opposite moment on site 2. Then $n_{1\beta}=(1-m)/2$ and $n_{2\beta}=(1+m)/2$. The site energies of spin $\alpha$, $Un_{1\beta}-\lambda$ and $Un_{2\beta}+\lambda$, differ by $D=Um+2\lambda$. The lower orbital of a two-site problem with this difference has the occupation difference $D/\sqrt{D^2+4t^2}$, so

$$m=\frac{Um+2\lambda}{\sqrt{(Um+2\lambda)^2+4t^2}} .$$

For $U<2t$ and small $\lambda$ the root is $2t$, and $m=2\lambda/(2t-U)$: the inverse triplet eigenvalue, as in part (c). For $\lambda=0$ and $U>2t$ there is also the solution $m^2=1-(2t/U)^2$. At $U=3t$ it gives $m=0.745$, as the SCF calculation does.

At $U=2t$ put $y=m+\lambda/t$. Then $m=y/\sqrt{1+y^2}\approx y-y^3/2$, so $\lambda/t\approx y^3/2$ and to leading order

$$m\approx s,\qquad s=(2\lambda/t)^{1/3}.$$

The solution is continuous but has no derivative at $\lambda=0$, as part (c) requires when $v^Tb\neq0$. The next order, from $\lambda/t=y^3/2-3y^5/8$, is $y\approx s(1+s^2/4)$ and $m\approx s(1-s^2/4)$. For $\lambda=10^{-3}t$, $s=0.1260$ and the corrected value is 0.1255, which is the computed moment.

Finally, take equal spin densities and let $q$ be the occupation difference between the sites for each spin. The repulsion now raises the fuller site, so $D=-Uq$, and one undamped step gives

$$q'=-\frac{Uq}{\sqrt{U^2q^2+4t^2}} .$$

Near $q=0$ the factor is $\mu_s=-U/(2t)$. For $U=3t$ it is $-1.5$: the iteration leaves the symmetric solution although the restricted Jacobian is $1-\mu_s=2.5$. An alternation $q'=-q$ requires $U^2q^2+4t^2=U^2$, or $|q|=0.745$, and the computed iteration settles there. With damping $\eta=0.4$ the factor becomes $1-0.4\times2.5=0$, and the iteration returns to $q=0$ as long as the two spin densities are held equal. A spin difference is multiplied by $1-0.4(1-1.5)=1.2$ per step and leads to the solution with $m=0.745$. This failure to converge belongs to the iteration; the restricted solution remains stable against charge displacement, with $\omega_s=5t$. Its instability at this $U$ lies in the spin channel, where $\omega_t=-t$.

The remaining computed values are in the numerical output.

## Calculated quantities

```
H3, UHF/6-31G, atoms at z = 0, 1.5, 4.0 bohr
rotations 13, dimension of density space 42
lowest Hessian eigenvalue 0.23655 hartree
det(1-DPhi): numerical 0.008194, formula 0.008194
max error, energy Hessian 4.2e-06 hartree
max error, eigenvalues of DPhi 4.1e-11
max error, density response 8.8e-08 a.u.
H2, RHF/6-31G; threshold = zero triplet Hessian eigenvalue
threshold bond length 2.25132 bohr = 1.19135 angstrom
R 1.4000 bohr: smallest gap 0.83381 hartree
  lowest triplet 0.26672, singlet 0.63228 hartree
  largest DPhi eigenvalue 0.711851, smallest -0.000000
  det(1-DPhi) numerical 0.060466, formula 0.060466
R 2.0000 bohr: smallest gap 0.66693 hartree
  lowest triplet 0.06467, singlet 0.54934 hartree
  largest DPhi eigenvalue 0.910457, smallest -0.000000
  det(1-DPhi) numerical 0.021689, formula 0.021689
R 2.2513 bohr: smallest gap 0.60675 hartree
  lowest triplet -0.00000, singlet 0.52084 hartree
  largest DPhi eigenvalue 1.000000, smallest -0.000000
  det(1-DPhi) numerical 0.000000, formula -0.000000
R 3.0000 bohr: smallest gap 0.46203 hartree
  lowest triplet -0.14225, singlet 0.45719 hartree
  largest DPhi eigenvalue 1.293948, smallest -0.083726
  det(1-DPhi) numerical -0.090556, formula -0.090556
Responses at R = 2.0 bohr, a.u.: formula, SCF differences
  electric 11.51822, 11.51822
  staggered 96.12374, 96.12369
  uncoupled (K = 0) 9.63177
  electric, density repulsion without exchange 5.95897
Approach to threshold: electric and staggered response, a.u.
  Rc-R 0.1 bohr: 13.0479, 274.33
  Rc-R 0.01 bohr: 14.0092, 2952.77
  Rc-R 0.001 bohr: 14.1075, 29743.40
  electric response at Rc 14.1184
R-Rc 0.04 bohr: spin dipole 0.66060 bohr, E(UHF)-E(RHF) -1.441e-04 hartree
R-Rc 0.08 bohr: spin dipole 0.92886 bohr, E(UHF)-E(RHF) -5.604e-04 hartree
R-Rc 0.12 bohr: spin dipole 1.13129 bohr, E(UHF)-E(RHF) -1.226e-03 hartree
threshold extrapolated from UHF branch 2.25132 bohr
Boron atom, UHF/STO-3G, electron repulsion scaled by s
  s 1.0: zero modes 2, negative 0
  s 0.9: zero modes 2, negative 0
Hubbard dimer, t = 1
U = 3: Hessian eigenvalues -1.0000, 5.0000 t
U = 3: broken-branch moment 0.745356
U = 3: undamped restricted iteration alternates 0.7454, -0.7454
U = 3: damped restricted iteration ends at 0.0e+00
U = 2, field 1e-03 t: moment 0.12549, cube-root law 0.12599
U = 2, field 1e-04 t: moment 0.05843, cube-root law 0.05848
U = 2: measured exponent 0.3320
```
